# Equilibrium oxygen vacancies in an amorphous oxide with Gaussian site disorder

In a crystal, equivalent oxygen sites share one vacancy formation energy. In an amorphous oxide every oxygen atom has its own surroundings, and the formation energy varies from site to site. This problem asks how that spread changes the equilibrium number of vacancies, and which single energy can stand for the whole distribution.

**The model.** The atomic network is quenched: its oxygen sites \(i=1,\dots,N\) are fixed, while vacancies can form and exchange oxygen with a reservoir. The formation energy of a vacancy on site \(i\) is

\[
E_i = E^{\rm film}_{\text{vacancy at }i}-E^{\rm film}_{\text{no vacancy}}+\mu_{\rm O},
\]

where \(\mu_{\rm O}\) is the chemical potential of oxygen, added because the removed atom joins the reservoir. Local relaxation is included in \(E_i\). For a vacancy of charge \(q\) (in units of the elementary charge) one adds \(q\) times the Fermi level, held fixed. Each site holds at most one vacancy, a vacancy has one internal state, and vacancies do not interact. The \(E_i\) are independent draws from

\[
g(E)=\frac{1}{s\sqrt{2\pi}}\exp\!\left[-\frac{(E-E_0)^2}{2s^2}\right],\qquad E_0>0,
\]

with \(E_0\) and \(s\) independent of temperature unless stated otherwise. I write \(b=1/kT\), and \(\Phi(z)\) for the probability that a standard normal variable lies below \(z\).

The numerical example uses round model parameters, not those of a particular oxide: \(E_0=1.0\) eV, \(s=0.15\) eV, \(T=600\) K and \(5\times10^{22}\) oxygen sites per cm³. Then \(kT=0.05170\) eV and \(bs=2.901\).

## (a) Occupancy of one site

**Find the equilibrium probability that a site of formation energy \(E\) is vacant, and write the vacant fraction \(c\) of a large film as an integral.**

**Solution.** Let \(n_i=1\) if site \(i\) is vacant and \(n_i=0\) otherwise. Without interactions, a configuration costs \(\sum_i n_iE_i\) relative to the vacancy-free film. The reservoir term is already inside \(E_i\), so the grand-canonical weight is \(\exp(-b\sum_i n_iE_i)\). This is a product over sites, and so is its sum:

\[
Z=\sum_{\{n_i\}}\prod_i e^{-bn_iE_i}=\prod_i\left(1+e^{-bE_i}\right).
\]

In the mean of \(n_i\), the factors of all other sites cancel between numerator and denominator. What remains is

\[
f(E)=\frac{e^{-bE}}{1+e^{-bE}}=\frac{1}{1+e^{bE}} .
\]

It has the form of a Fermi function because a site cannot be vacated twice. For a large number of sites the average over sites becomes an average over \(g\):

\[
c=\frac1N\sum_i f(E_i)\;\longrightarrow\;\int_{-\infty}^{\infty} g(E)\,f(E)\,dE .
\]

## (b) The effective formation energy

**Define \(E_{\rm eff}\) by \(c=e^{-bE_{\rm eff}}\). Evaluate it when the sites that matter in the integral have \(bE\gg1\).**

**Solution.** For \(bE\gg1\) the 1 in the denominator of \(f\) is negligible, and \(f\simeq e^{-bE}\). Call the resulting fraction \(c_B\), for Boltzmann. With \(u=E-E_0\),

\[
c_B=\frac{e^{-bE_0}}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\!\left[-\frac{u^2}{2s^2}-bu\right]du .
\]

To complete the square, expand \((u+bs^2)^2=u^2+2bs^2u+b^2s^4\) and divide by \(-2s^2\):

\[
-\frac{(u+bs^2)^2}{2s^2}=-\frac{u^2}{2s^2}-bu-\frac{b^2s^2}{2}.
\]

The exponent is therefore \(-(u+bs^2)^2/2s^2+b^2s^2/2\). In terms of the densities,

\[
g(E)\,e^{-bE}=c_B\,p_B(E),\qquad
p_B(E)=\frac{1}{s\sqrt{2\pi}}\exp\!\left[-\frac{(E-E_0+bs^2)^2}{2s^2}\right],
\]

and since \(p_B\) integrates to one,

\[
c_B=\exp\!\left(-bE_0+\tfrac12b^2s^2\right).
\]

Taking \(-kT\ln c_B\) gives

\[
\boxed{E_{\rm eff}=E_0-\frac{s^2}{2kT}}
\]

The sign follows from the convexity of the exponential: a site lying \(u\) below the mean gains more vacancies than a site lying \(u\) above it loses. For \(s\ll kT\) the enhancement \(e^{b^2s^2/2}\) is close to \(1+b^2s^2/2\), and disorder hardly matters. For \(s\) of several \(kT\) it changes \(c\) by orders of magnitude, as long as \(f\simeq e^{-bE}\) holds for the sites that matter.

In the example,

\[
\frac{s^2}{2kT}=\frac{0.0225}{2\times0.05170}\ \text{eV}=0.2176\ \text{eV},\qquad E_{\rm eff}=0.782\ \text{eV}.
\]

The enhancement is \(\exp(2.901^2/2)=67\). The vacancy density rises from \(2.0\times10^{14}\) cm⁻³, if every site had the energy \(E_0\), to \(1.3\times10^{16}\) cm⁻³.

## (c) The error of the Boltzmann step

**Part (b) replaced \(f\) by \(e^{-bE}\) even in the part of the Gaussian where \(E<0\). Find the relative error this makes in \(c\), and state when it is small.**

**Solution.** The difference between the two weights is

\[
e^{-bE}-f=e^{-bE}\left(1-\frac{1}{1+e^{-bE}}\right)=e^{-bE}\,\frac{e^{-bE}}{1+e^{-bE}}=e^{-bE}f(E).
\]

Multiply by \(g\), integrate, and use \(g\,e^{-bE}=c_Bp_B\):

\[
c_B-c=c_B\int p_B(E)f(E)\,dE .
\]

Now \(p_B\) is the original Gaussian with its mean moved to

\[
E_*=E_0-\frac{s^2}{kT}.
\]

The deficit relative to the Boltzmann value is thus

\[
\delta\equiv1-\frac{c}{c_B}=\int p_B(E)f(E)\,dE ,
\]

with no approximation inside the model. It is the vacant fraction that a film with mean formation energy \(E_*\) would have.

An upper bound follows from \(f<e^{-bE}\). By the result of (b) with \(E_0\) replaced by \(E_*\),

\[
\delta<\exp\!\left(-bE_*+\tfrac12b^2s^2\right)=\exp\!\left(-bE_0+\tfrac32b^2s^2\right).
\]

A second bound shows the condition more directly. Suppose \(E_*>0\) and split the integral at \(E_*/2\). Below this point \(f<1\); above it \(f<e^{-bE_*/2}\). Hence

\[
\delta<\Phi\!\left(-\frac{E_*}{2s}\right)+e^{-E_*/2kT}.
\]

Both terms are small if \(E_*\) is many times larger than both \(s\) and \(kT\). In the other direction, \(f\ge\frac12\) for \(E\le0\), so \(\delta>\frac12\Phi(-E_*/s)\), and the formula is bound to fail once \(E_*\) is near or below zero. The condition concerns \(E_*\), not \(E_0\) and not the average \(c\).

In the example \(E_*=0.565\) eV, which is \(3.8\,s\). The first bound gives

\[
\delta<\exp(-19.34+12.62)=1.2\times10^{-3},
\]

and the integral itself gives \(\delta=9.3\times10^{-4}\). The corresponding error in \(E_{\rm eff}\) is \(-kT\ln(1-\delta)\simeq kT\,\delta\simeq5\times10^{-5}\) eV.

## (d) Where the vacancies are, and the origin of the factor one half

**Find the distribution of formation energies of the sites that are vacant. Compare its mean with \(E_{\rm eff}\), and account for the difference.**

**Solution.** The sites that are vacant have the energy distribution \(g f/c\). In the regime of (c) this is \(g\,e^{-bE}/c_B=p_B\): a Gaussian of unchanged width \(s\), centred at \(E_*=E_0-s^2/kT\). The mean energy is lowered by \(s^2/kT\), twice the lowering of \(E_{\rm eff}\).

The concentration on favourable sites can be counted. The share of all sites lying more than \(m\) standard deviations below \(E_0\) is \(\Phi(-m)\). For the share of vacancies on those sites, measure the same limit from the centre of \(p_B\):

\[
\frac{(E_0-ms)-(E_0-bs^2)}{s}=bs-m
\quad\Rightarrow\quad \text{share}=\Phi(bs-m).
\]

For \(m=2\) in the example, 2.3 % of the sites hold 82 % of the vacancies.

With the full occupancy \(f\), the vacant sites have mean energy 0.5652 eV and width 0.1496 eV, against 0.5648 eV and 0.1500 eV for \(p_B\). The shifts have the expected sign. By (c), \(gf\) equals \(c_Bp_B(1-f)\), so weight is removed mainly from the low-energy tail, which raises the mean and narrows the distribution.

To see why \(E_{\rm eff}\) lies above the mean energy, take the logarithm of \(p_B=g\,e^{-bE}/c_B\) with \(c_B=e^{-bE_{\rm eff}}\):

\[
\ln\frac{p_B}{g}=-bE+bE_{\rm eff}.
\]

Average this over \(p_B\), whose mean energy is \(E_*\), and solve for \(E_{\rm eff}\):

\[
E_{\rm eff}=E_*+kT\,D,\qquad D=\int p_B\ln\frac{p_B}{g}\,dE .
\]

The quantity \(D\) measures how strongly the vacancies are confined to a rare subset of sites, and \(kT\,D\) is the entropic price of that confinement. It can be computed directly from the two Gaussians:

\[
\ln\frac{p_B}{g}=\frac{u^2-(u+bs^2)^2}{2s^2}=-bu-\frac{b^2s^2}{2}.
\]

Under \(p_B\) the mean of \(u\) is \(-bs^2\), so

\[
D=b^2s^2-\frac{b^2s^2}{2}=\frac{b^2s^2}{2},\qquad kT\,D=\frac{s^2}{2kT}.
\]

Vacancies gain an energy \(s^2/kT\) by choosing favourable sites and pay half of it back because such sites are few. In the example the gain is 0.435 eV, the price 0.218 eV, and the net lowering 0.218 eV. So \(E_{\rm eff}\) is a free energy per vacancy, apart from the mixing entropy already expressed by \(c\) itself.

## (e) What an Arrhenius plot shows

**The vacant fraction is measured over a narrow temperature range and \(\ln c\) is plotted against \(1/kT\). Find the apparent activation energy and the apparent prefactor, first at fixed \(\mu_{\rm O}\).**

**Solution.** From \(\ln c_B=-bE_0+\frac12b^2s^2\),

\[
E_{\rm slope}=-\frac{d\ln c_B}{db}=E_0-bs^2=E_0-\frac{s^2}{kT}.
\]

Where the Boltzmann form holds, the slope is the mean energy of the vacancies present, not \(E_{\rm eff}\). The reason is that \(E_{\rm eff}\) itself depends on temperature. Differentiating \(\ln c_B=-bE_{\rm eff}\) gives

\[
E_{\rm slope}=E_{\rm eff}+b\frac{dE_{\rm eff}}{db}
=\left(E_0-\frac{bs^2}{2}\right)-\frac{bs^2}{2}.
\]

The tangent to the plot is \(\ln c=\ln A-bE_{\rm slope}\), and its intercept is

\[
\ln A=\ln c_B+bE_{\rm slope}
=-bE_0+\tfrac12b^2s^2+bE_0-b^2s^2=-\tfrac12b^2s^2 .
\]

The apparent prefactor \(A=e^{-b^2s^2/2}\) is below one, as if a small part of the sites could be vacated.

In the example the slope of the full \(c\) is 0.565 eV and \(A=1/67=0.015\). Someone who took the slope for the mean formation energy would be 0.435 eV too low. Someone who took it for \(E_{\rm eff}\) and inserted it into \(e^{-bE}\) with prefactor one would overestimate \(c\) by the factor \(1/A=67\).

If the oxygen pressure is fixed instead, \(\mu_{\rm O}\) varies with temperature, and \(E_0\), which contains it, does too. The derivative of \(-bE_0\) then has a second term, and

\[
E_{\rm slope}=E_0+b\frac{dE_0}{db}-\frac{s^2}{kT}.
\]

The disorder term is unchanged, since a common shift of all \(E_i\) leaves \(s\) as it was. The intercept \(\ln A=\ln c_B+bE_{\rm slope}\) becomes

\[
\ln A=b^2\frac{dE_0}{db}-\tfrac12b^2s^2=-\frac1k\frac{dE_0}{dT}-\tfrac12b^2s^2 .
\]

At fixed pressure \(\mu_{\rm O}\) falls on heating, and \(E_0\) falls with it, so the first term is positive. The prefactor can then exceed one, although disorder still lowers it by the factor \(e^{-b^2s^2/2}\).

For charged vacancies these results, and the enhancement found in (b), hold while the Fermi level \(E_F\) is pinned by something else. Suppose instead that vacancies of charge \(q>0\) supply the film's nondegenerate free electrons. The electron density is proportional to \(e^{bE_F}\) and, by neutrality, to \(c\). Since \(c\propto e^{-bqE_F}e^{b^2s^2/2}\), it follows that \(c^{\,q+1}\propto e^{b^2s^2/2}\). The enhancement and the disorder term in the slope become \(e^{b^2s^2/[2(q+1)]}\) and \(s^2/[(q+1)kT]\). For \(q=2\) in the example these are \(67^{1/3}\simeq4.1\) and 0.145 eV.

## (f) Cooling

**At fixed \(E_0\) and \(s\), determine how \(c_B\) and the true \(c\) vary as the temperature falls. Is a small \(c\) sufficient for the formula of (b)?**

**Solution.** The derivative \(d\ln c_B/db=-E_0+bs^2\) vanishes at \(b=E_0/s^2\), that is, at

\[
kT_{\rm turn}=\frac{s^2}{E_0}.
\]

The second derivative \(s^2\) is positive, so this is a minimum: on cooling below \(T_{\rm turn}\) the formula predicts more vacancies. At this temperature \(E_*=0\).

For the true fraction use \(df/db=-E\,f(1-f)\), which follows by differentiating \(1/(1+e^{bE})\):

\[
\frac{dc}{db}=-\int_{-\infty}^{\infty}g(E)\,E\,f(1-f)\,dE .
\]

The product \(f(1-f)=1/[4\cosh^2(bE/2)]\) is even in \(E\). Folding the negative half of the integral onto the positive half gives

\[
\frac{dc}{db}=-\int_0^\infty\left[g(E)-g(-E)\right]E\,f(1-f)\,dE .
\]

Since \(g(E)/g(-E)=e^{2EE_0/s^2}>1\) for \(E>0\), the derivative is negative. The true \(c\) falls on cooling at every temperature, and the upturn of \(c_B\) is an artefact. As \(T\to0\), \(f\) becomes a step and \(c\to\Phi(-E_0/s)\), the fraction of sites with negative formation energy, each of which is vacant.

For the example \(T_{\rm turn}=261\) K, and the deficit \(\delta\), relative to \(c_B\), develops as follows.

| \(T\) (K) | \(E_*\) (eV) | \(c\) | \(c_B\) | \(\delta\) |
|---|---|---|---|---|
| 900 | 0.710 | 1.630e-5 | 1.631e-5 | 0.0007 |
| 600 | 0.565 | 2.677e-7 | 2.679e-7 | 0.0009 |
| 300 | 0.130 | 2.58e-10 | 3.25e-10 | 0.20 |
| 200 | −0.306 | 4.1e-11 | 1.78e-9 | 0.98 |

At 200 K fewer than one site in \(10^{10}\) is vacant, yet the formula is too high by a factor of \(1.78\times10^{-9}/4.1\times10^{-11}\simeq43\). A small average does not justify the Boltzmann step. At 200 K the integral for \(c_B\) is dominated by sites near \(E_*=-0.306\) eV, where \(e^{-bE}\) is far above one, while the true occupancy \(f\) cannot exceed one. The table gives equilibrium values; whether a film can reach equilibrium at the lower temperatures is a kinetic question outside the model.

## (g) Missing tails and small samples

**First, let the distribution be Gaussian but without any sites below \(E_0-ms\). Second, let \(c\) be estimated from \(N\) independent sites of the full Gaussian. Find the effect on \(c_B\) in the first case and the relative scatter of the estimate in the second.**

**Solution, cut tail.** The remaining part of \(g\) has weight \(1-\Phi(-m)=\Phi(m)\) and must be divided by it. The Boltzmann average keeps the part of \(p_B\) above the cut, which by (d) is \(1-\Phi(bs-m)=\Phi(m-bs)\). Therefore

\[
\frac{c_B^{\rm cut}}{c_B}=\frac{\Phi(m-bs)}{\Phi(m)} .
\]

The result of (b) survives if \(m\) exceeds \(bs\) by about two or more. The distribution must be Gaussian out to the sites that hold the vacancies, and not merely near its centre. In the example a cut at \(m=3\) nearly coincides with the centre of \(p_B\), at \(2.9\,s\) below the mean, and the factor is 0.54. The effective energy rises by \(-kT\ln0.54=0.032\) eV.

**Solution, small sample.** Let \(w=e^{-bE}\). Replacing \(b\) by \(2b\) in the result of (b) gives \(\langle w^2\rangle=e^{-2bE_0+2b^2s^2}\), while \(\langle w\rangle^2=e^{-2bE_0+b^2s^2}\). The variance of a mean of \(N\) independent terms is that of one term divided by \(N\), so

\[
\frac{\operatorname{Var}(\bar w)}{\langle w\rangle^2}=\frac{e^{b^2s^2}-1}{N}.
\]

A relative standard deviation of 10 % in the example needs \(N=4.5\times10^5\) sites. With \(f\) in place of \(w\) the number is \(3.1\times10^5\), lower because \(f=w/(1+w)\) falls below \(w\) by the largest fraction where \(w\) is largest, and so trims most the terms that dominate the variance.

These numbers refer to the full variance, to which very rare sites contribute much. The product \(g\,w^2\) is centred at \(E_0-2bs^2\), in the example \(5.8\,s\) below the mean. A sample of \(4.5\times10^5\) sites contains on average only about 0.0015 sites below that energy. The scatter seen among a moderate number of such samples is therefore usually smaller than the formula gives.

Small samples are not just noisy but usually low. Among randomly drawn samples of 100 sites, 78 % gave less than the true \(c\), and the median was 0.50 of it. By (d), 82 % of the vacancies sit on 2.3 % of the sites, about two in such a sample, and the most productive of these sites are often absent.

If the distribution is known to be Gaussian, it is more economical to estimate its mean and variance and insert them into (b). Let \(\bar E\) and \(V\) be the sample mean and variance, so that \(\ln c_B\) is estimated by \(-b\bar E+\frac12b^2V\). For large \(N\), \(\operatorname{Var}(\bar E)=s^2/N\) and \(\operatorname{Var}(V)=(3s^4-s^4)/N=2s^4/N\), from the Gaussian fourth moment \(3s^4\). The covariance vanishes with the third central moment. Hence

\[
\operatorname{Var}(\ln c_B)\simeq\frac{1}{N}\left(b^2s^2+\frac{b^4s^4}{2}\right).
\]

With \(b^2s^2=8.42\) the bracket is \(8.4+35.4=43.8\), and a standard deviation of 0.1 needs about \(4.4\times10^3\) sites, about a hundred times fewer than the variance formula requires for direct averaging of \(w\). Measured by the typical error the gain is smaller, since the usual scatter of direct averages lies below that formula, as noted above. The saving rests on the assumed tail, which a sample of that size tests poorly beyond the few lowest sites. Suppose the true distribution ends at \(m=3.5\). The factor above is then \(\Phi(0.6)/\Phi(3.5)=0.73\), but the sample can hardly reveal the cut: even a full Gaussian leaves the region below it empty with probability \([1-\Phi(-3.5)]^N\simeq0.36\) for \(N=4.4\times10^3\).

Most of the values used here are in the numerical output that follows; the others follow from them by the formulas above.

## Calculated quantities

```
mean formation energy E0: 1.000 eV
standard deviation s: 0.150 eV
temperature: 600 K
thermal energy kT: 0.05170 eV
oxygen site density: 5.0e+22 cm^-3
s/kT: 2.9011
lowering s^2/(2kT): 0.2176 eV
E_eff, formula: 0.7824 eV
E_eff, full occupancy: 0.78246 eV
vacant fraction, no disorder: 3.984e-09
vacant fraction, formula: 2.6792e-07
vacant fraction, full occupancy: 2.6767e-07
vacancy density, no disorder: 1.992e+14 cm^-3
vacancy density, disorder: 1.338e+16 cm^-3
enhancement, full occupancy: 67.18
enhancement, formula: 67.24
E0 - s^2/kT: 0.5648 eV
(E0 - s^2/kT)/s: 3.77
mean energy of vacancies, full: 0.5652 eV
width of their energies, full: 0.1496 eV
share of sites below E0-2s: 2.28 %
share of vacancies there: 81.6 %
energy gain s^2/kT: 0.4352 eV
entropy cost, quadrature: 0.2176 eV
Arrhenius slope, full: 0.5650 eV
factor if tail cut at 3s: 0.5401
100-site cells, median c/true c: 0.504
100-site cells below true c: 78.4 %
sites for 10 % error, full: 3.08e+05
sites for 10 % error, Boltzmann: 4.52e+05
turning temperature of formula: 261.1 K
T (K) | E0-s^2/kT (eV) | c full | c formula | deficit
900 | 0.7099 | 1.630e-05 | 1.631e-05 | 6.725e-04
600 | 0.5648 | 2.677e-07 | 2.679e-07 | 9.328e-04
300 | 0.1297 | 2.582e-10 | 3.245e-10 | 2.045e-01
200 | -0.3055 | 4.104e-11 | 1.777e-09 | 9.769e-01
```
